\section*{Thermionic Emission from a Two-Dimensional Channel across a Line Contact}

\section{Thermionic emission across a line contact}

To extract a Schottky barrier from currents measured at several temperatures, one must decide which power of $T$ to divide out before plotting the logarithm against $1/T$. For a two-dimensional channel that meets its metal along a line, the power is $3/2$ under the conditions stated below. Using the bulk power $2$ instead lowers the extracted barrier by about $k_BT/2$, or 13 meV at room temperature.

\subsection{Model and sign conventions}

The channel is a sheet with a straight metal edge along $y$. Let $k_n$ and $v_n$ be the wavevector and velocity components normal to the edge, positive towards the metal. The band is parabolic with mass $m$ and has $g$ degenerate spin and valley copies. Energies are measured from the metal Fermi level. The barrier top lies at $\Phi$ and the flat channel band edge at $\Phi-\Delta$, with $\Delta\ge0$, so that
\begin{equation}
E=\Phi-\Delta+\frac{\hbar^2(k_n^2+k_y^2)}{2m}.
\label{eq:band}
\end{equation}
A forward voltage $V$ across the contact raises the channel Fermi level to $qV$, where $q>0$ is the elementary charge. The current per unit width $J$ is counted positive when electrons leave the channel.

Each reservoir emits with its own equilibrium distribution, and $\Phi$ does not depend on $T$ or $V$. The edge is uniform, so $k_y$ is conserved. The mass is the same at the barrier top as in the channel, so the transverse energy is also unchanged. The normal energy alone must therefore pay for the climb:
\begin{equation}
\varepsilon\equiv\frac{\hbar^2k_n^2}{2m}-\Delta\ge0 .
\label{eq:cross}
\end{equation}
Every electron that satisfies this condition is assumed to cross, and no other electron does.

\subsection{The flux and its temperature power}

Summing charge times normal velocity over the occupied states that cross gives
\begin{equation}
J_{\rightarrow}=gq\int_{-\infty}^{\infty}\frac{dk_y}{2\pi}
\int_{k_0}^{\infty}\frac{dk_n}{2\pi}\,v_n f(E),
\qquad k_0=\frac{\sqrt{2m\Delta}}{\hbar}.
\label{eq:def}
\end{equation}
Since $v_n=\hbar k_n/m$, differentiating \eqref{eq:cross} gives
\begin{equation}
d\varepsilon=\frac{\hbar^2k_n}{m}\,dk_n=\hbar v_n\,dk_n .
\label{eq:cancel}
\end{equation}
The velocity cancels the one-dimensional density of states. In the new variable, \eqref{eq:band} reads $E=\Phi+\varepsilon+\hbar^2k_y^2/2m$, and $\Delta$ has disappeared.

If $(\Phi-qV)/k_BT\gg1$, the states at and above the barrier top are sparsely occupied and $f\simeq\exp[(qV-E)/k_BT]$. The integral then factorizes:
\begin{equation}
J_{\rightarrow}=gq\,e^{(qV-\Phi)/k_BT}
\left[\int_0^\infty\!\frac{d\varepsilon}{2\pi\hbar}e^{-\varepsilon/k_BT}\right]
\left[\int_{-\infty}^{\infty}\!\frac{dk_y}{2\pi}e^{-\hbar^2k_y^2/2mk_BT}\right].
\label{eq:factor}
\end{equation}
The first bracket is $k_BT/2\pi\hbar$. The second is a Gaussian integral, $\int e^{-ak^2}dk=\sqrt{\pi/a}$ with $a=\hbar^2/2mk_BT$, so it equals
\begin{equation}
\frac{1}{2\pi}\frac{\sqrt{2\pi mk_BT}}{\hbar}
=\frac{1}{\hbar}\sqrt{\frac{mk_BT}{2\pi}} .
\label{eq:trans}
\end{equation}
Normal motion supplies one power of $T$ and transverse motion supplies half a power. Their product is
\begin{equation}
J_{\rightarrow}=A\,T^{3/2}e^{(qV-\Phi)/k_BT},\qquad
A=\frac{gq\sqrt{mk_B^3}}{(2\pi)^{3/2}\hbar^2}.
\label{eq:A}
\end{equation}
A bulk contact has two transverse directions, hence two factors like \eqref{eq:trans}, and its power is $1+\tfrac12+\tfrac12=2$.

The metal's distribution does not change with $V$, so neither does its emission. At $V=0$ the two fluxes must cancel, which fixes the reverse flux at $AT^{3/2}e^{-\Phi/k_BT}$. Subtraction gives
\begin{equation}
J=J_s\left(e^{qV/k_BT}-1\right),\qquad
J_s=A\,T^{3/2}e^{-\Phi/k_BT}.
\label{eq:diode}
\end{equation}
The power $3/2$ belongs to the prefactor of $J_s$. The saturation current $J_s$ itself varies far more steeply, with
$d\ln J_s/d\ln T=3/2+\Phi/k_BT$. The measured quantity matters too. For $q|V|\ll k_BT$, \eqref{eq:diode} becomes $J\simeq J_s\,qV/k_BT$, so the prefactor of the low-bias conductance scales as $T^{1/2}$.

The same result can be read as density times velocity. The Boltzmann sum over the band gives the effective density of states $N_c$, and averaging $v_n$ over the electrons moving towards the metal, divided by the number moving either way, gives the emission velocity $v_R$:
\begin{equation}
N_c=\frac{gmk_BT}{2\pi\hbar^2},\qquad
v_R=\frac{\int_0^\infty v\,e^{-mv^2/2k_BT}dv}
{\int_{-\infty}^{\infty}e^{-mv^2/2k_BT}dv}
=\sqrt{\frac{k_BT}{2\pi m}} .
\label{eq:nv}
\end{equation}
Multiplication confirms that $J_s=qN_cv_Re^{-\Phi/k_BT}$. The density contributes $T$ and the velocity $T^{1/2}$.

\subsection{Degenerate and anisotropic bands}

To keep Fermi statistics, let $u=\varepsilon+\hbar^2k_y^2/2m$ be the total energy above the barrier top. At fixed $u$ the condition $\varepsilon\ge0$ allows $|k_y|\le\sqrt{2mu}/\hbar$, so the $k_y$ integral has length $2\sqrt{2mu}/\hbar$. Equation \eqref{eq:def} becomes
\begin{equation}
J_{\rightarrow}=\frac{gq}{2\pi\hbar}\int_0^\infty
\frac{\sqrt{2mu}}{\pi\hbar}\,
\frac{du}{1+e^{(u+\Phi-qV)/k_BT}} .
\label{eq:modes}
\end{equation}
With $z=u/k_BT$ and $\eta=(qV-\Phi)/k_BT$, this is
\begin{equation}
J_{\rightarrow}=A\,T^{3/2}F_{1/2}(\eta),\qquad
F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt z\,dz}{1+e^{z-\eta}} ,
\label{eq:fermi}
\end{equation}
because $\sqrt{2}/(2\pi^2)\times\sqrt\pi/2=(2\pi)^{-3/2}$. For $\eta\ll-1$, expanding the denominator gives $F_{1/2}\simeq e^\eta-e^{2\eta}/2^{3/2}$, and \eqref{eq:A} returns. When the channel Fermi level touches the barrier top, $\eta=0$ and $F_{1/2}=0.765$. The Boltzmann form would give 1 there.

For $\eta\gg1$, the Sommerfeld expansion of \eqref{eq:fermi} gives
\begin{equation}
J_{\rightarrow}\propto(qV-\Phi)^{3/2}
\left[1+\frac{\pi^2}{8}\left(\frac{k_BT}{qV-\Phi}\right)^2\right],
\quad
\frac{d\ln J_{\rightarrow}}{d\ln T}\simeq
\frac{\pi^2}{4}\left(\frac{k_BT}{qV-\Phi}\right)^2 .
\label{eq:deg}
\end{equation}
With the Fermi level 0.10 eV above the top at 300 K, the leading term is 0.165. Numerical differentiation of the full integral \eqref{eq:def} gives 0.167. The one-way flux is then nearly independent of temperature. What \eqref{eq:A} requires is nondegeneracy at the barrier top; the channel band edge may lie much closer to the Fermi level.

Equation \eqref{eq:modes} also shows what sets the power. If the number of transverse modes grows as $u^r$, the Boltzmann integral $\int u^re^{-u/k_BT}du$ scales as $T^{r+1}$. A parabolic band has $r=1/2$. For the upper cone of a linear band whose crossing point lies at the barrier top, $|k_y|\le u/\hbar v$, so $r=1$ and this part of the flux has a prefactor $T^2$. In a gapless sheet such as graphene, however, states of the lower cone also carry electrons through the barrier without thermal activation, so the total current does not follow a thermionic law. If a rough edge mixes different $k_y$, condition \eqref{eq:cross} no longer follows and the power must be derived afresh.

For an anisotropic band with inverse-mass tensor $W$, complete the square in $k_n$:
\begin{equation}
\frac{2E_{\mathrm{kin}}}{\hbar^2}=
W_{nn}\left(k_n+\frac{W_{ny}}{W_{nn}}k_y\right)^2
+\left(W_{yy}-\frac{W_{ny}^2}{W_{nn}}\right)k_y^2 .
\label{eq:square}
\end{equation}
The first term carries the normal velocity, $v_n=\hbar W_{nn}(k_n+W_{ny}k_y/W_{nn})$, so \eqref{eq:cancel} still holds at fixed $k_y$. The coefficient of the last term is $\det W/W_{nn}=1/M_{yy}$, where $M=W^{-1}$. The mass in $A$ is therefore $M_{yy}$, the mass-tensor element along the contact line. For principal masses $0.2\,m_0$ and $1.0\,m_0$, with the light axis turned by $30^\circ$ from the normal, $M_{yy}=0.2\sin^230^\circ+1.0\cos^230^\circ=0.8$ in units of the free-electron mass $m_0$.

\subsection{A worked contact}

Take $m=0.5\,m_0$, $g=4$, $\Phi=0.30$ eV, $T=300$ K and $V=0.05$ V. These are rough values in the regime of an n-type monolayer MoS$_2$ transistor, where two K valleys and two nearly degenerate spins give $g=4$. Equation \eqref{eq:A} gives $A=0.12668\ \mathrm{A\,m^{-1}K^{-3/2}}$. Since 1 A/m equals 1 $\mu$A/$\mu$m,
\begin{align}
AT^{3/2}&=0.12668\times300^{3/2}=658.2\ \mu\mathrm{A}/\mu\mathrm{m},\nonumber\\
J_s&=658.2\times9.125\times10^{-6}\ \mu\mathrm{A}/\mu\mathrm{m}
=6.006\ \mathrm{nA}/\mu\mathrm{m},\label{eq:numbers}\\
J&=6.006\times5.918=35.5\ \mathrm{nA}/\mu\mathrm{m}.\nonumber
\end{align}
The last factor is $e^{qV/k_BT}-1$ with $k_BT=25.85$ meV. Between 200 and 400 K the prefactor rises from 358 to 1013 $\mu$A/$\mu$m, a factor $2^{3/2}$.

Now suppose $J_s$ is divided by $T^p$ and its logarithm plotted against $\beta=1/k_BT$. From \eqref{eq:diode},
\begin{equation}
-\frac{d}{d\beta}\ln\frac{J_s}{T^p}
=-\frac{d}{d\beta}\left[\left(p-\tfrac32\right)\ln\beta-\beta\Phi\right]
=\Phi-\left(p-\tfrac32\right)k_BT .
\label{eq:slope}
\end{equation}
A least-squares line through eleven equally spaced temperatures from 250 to 350 K, with currents computed from \eqref{eq:def}, returns 300.0 meV for $p=3/2$ and 287.3 meV for $p=2$. The deficit of 12.7 meV is an average of $k_BT/2$ over the interval. If the barrier itself falls linearly, $\Phi=\Phi_0-aT$, then $J_s$ gains a constant factor $e^{a/k_B}$. The plot then yields $\Phi_0$, and the power is unchanged.

\subsection{What the ideal law leaves out}

Transmission and scattering depend on the barrier's shape. At distance $x$ from the metal, take an image potential plus a uniform field $\mathcal E$:
\begin{equation}
E_c(x)=\Phi+2\sqrt{bq\mathcal E}-\frac{b}{x}-q\mathcal E x,\qquad
b=\frac{q^2}{16\pi\epsilon_0\epsilon_r}.
\label{eq:profile}
\end{equation}
Setting $dE_c/dx=0$ puts the top at $x_t=\sqrt{b/q\mathcal E}$, where $E_c=\Phi$. With $\mathcal E=0.2$ MV/cm and $\epsilon_r=4$, $x_t=2.1$ nm. The profile joins the flat channel edge, $\Delta=0.15$ eV below the top, at $x_e=11.3$ nm. Image lowering, $2\sqrt{bq\mathcal E}=85$ meV, is already contained in $\Phi$. It is not constant, however: a 10\% larger field at fixed unlowered barrier raises the ideal current by 17\%.

Let $\mathcal T(\varepsilon)$ be the quantum transmission at normal energy $\varepsilon$ from the top. Relative to the classical flux, the transmitted flux is
\begin{equation}
\kappa=\frac{1}{k_BT}\int_{-\Delta}^{\infty}\mathcal T(\varepsilon)
e^{-\varepsilon/k_BT}d\varepsilon .
\label{eq:kappa}
\end{equation}
The Schr\"odinger equation was solved by joining waves across thin slices of constant potential, with the metal modelled as a band of the same mass whose bottom lies 5 eV below the top. Tunnelling below the top contributes 0.095. Energies above it contribute 0.498 instead of the classical 1, because part of the wave is reflected. Thus $\kappa=0.59$: in this model reflection outweighs tunnelling. With a metal band only 1 eV deep, $\kappa=0.74$, and with one 10 eV deep, $\kappa=0.52$, so the result depends on how the metal is represented. The 5 eV model follows the image potential to within about 0.02 nm of the metal, closer than a continuum image picture can be trusted, so $\kappa$ is only an indication of size.

Scattering inside the barrier can be estimated by drift-diffusion. With mobility $\mu$, local Fermi level $E_F(x)$ and density $n=N_ce^{(E_F-E_c)/k_BT}$, the current is $J=\mu n\,dE_F/dx$. Multiplying by $e^{E_c/k_BT}$ gives
\begin{equation}
Je^{E_c/k_BT}=\mu k_BTN_c\frac{d}{dx}e^{E_F/k_BT}.
\label{eq:dd}
\end{equation}
Integrate from $x_t$ to $x_e$ and write $Z=e^{E_F(x_t)/k_BT}$. Equating the result to the net emission at the top, with $\kappa$ included, gives
\begin{align}
J&=qv_DN_ce^{-\Phi/k_BT}\left(e^{qV/k_BT}-Z\right)
=q\kappa v_RN_ce^{-\Phi/k_BT}(Z-1),\label{eq:two}\\
v_D&=\frac{\mu k_BT/q}{\int_{x_t}^{x_e}e^{(E_c-\Phi)/k_BT}dx}.
\label{eq:vd}
\end{align}
Dividing each form of $J$ by its velocity and adding eliminates $Z$:
\begin{equation}
\frac{J}{J_{\mathrm{ideal}}}=\frac{\kappa}{1+\kappa v_R/v_D}.
\label{eq:combined}
\end{equation}
For $\mu=100\ \mathrm{cm^2/Vs}$, $v_R=3.8\times10^6$ cm/s and numerical integration gives $v_D=1.14\times10^7$ cm/s. Scattering alone leaves a factor 0.75. Together with $\kappa$ the factor is $0.593/(1+0.593\times0.333)=0.50$, and the forward current falls from 35.5 to about 18 nA/$\mu$m. This is an estimate. The effective barrier width, $\mu k_BT/qv_D=2.3$ nm, is shorter than the mean free path, which for a constant scattering time is $\mu k_BT/2qv_R=3.4$ nm, so drift-diffusion is being used outside its secure range. Classical trajectories followed from $x_t$ to $x_e$ with the same scattering time give about 0.68 in place of 0.75 if collisions are elastic and isotropic, and about 0.82 if each collision thermalizes the electron.

These corrections also change the apparent power. With the profile held fixed, the mean logarithmic slope of \eqref{eq:combined} between 250 and 350 K is $-0.03$ for constant mobility and $-0.19$ for $\mu\propto1/T$. In the second case the prefactor behaves roughly as $T^{1.3}$, and a $T^{3/2}$ plot underestimates the barrier by about $0.19\,k_BT=5$ meV.

Four other corrections are smaller here. Degeneracy at the top lowers the channel's flux by $2\times10^{-5}$ of itself. Raising one spin state of each valley by 3 meV, a calculated value, multiplies the current by $(1+e^{-3/25.85})/2=0.95$. Transport measurements suggest a splitting nearer 15 meV; the factor would then be 0.78, no longer small, and a $T^{3/2}$ plot would overestimate the barrier by about 5 meV. Nonparabolicity of the form $u(1+\alpha u)=\hbar^2k^2/2m$, with $\alpha=1\ \mathrm{eV^{-1}}$, widens the mode count in \eqref{eq:modes} and adds 2\%. The ideal current drops 2 mV along a 200 nm channel; taken out of $V=50$ mV, this lowers the current by about 9\%. The higher Q valleys of MoS$_2$ are not counted; if they lie within about 0.1 eV of the K valleys they add a thermally activated flux that raises both the current and the apparent barrier.

A transistor also has a second contact in series. To obtain $V$, both the channel drop and the voltage across that contact must be subtracted from the applied voltage. The second contact is reverse biased, and by \eqref{eq:diode} an identical one could pass at most $J_s=6.0$ nA/$\mu$m. The forward current of this example therefore requires a second contact with a larger saturation current.

Set beside real MoS$_2$ transistors, the mass is close to calculated values (transport measurements give about $0.7\,m_0$), the mobility is towards the high end for a monolayer at room temperature, and the barrier is one choice from a range that varies widely with metal and processing. Reflection, tunnelling and scattering together reduce the ideal current by about a factor of two in this model. The barrier height matters too: an error of 10 meV changes $J_s$ by a factor $e^{10/25.85}=1.5$. Many devices also have metal lying on top of the sheet, so that electrons enter over an area. Equation \eqref{eq:def} does not describe that injection, and the estimates above do not size its effect. Dividing $J_s$ by $T^{3/2}$ is justified when the band is parabolic, emission over the barrier top at a uniform edge limits the current, tunnelling below the top is a small part of it, the barrier top is nondegenerate, and the gate and contact voltages keep the barrier's shape fixed during the temperature sweep. The condition on tunnelling fails at stronger contact fields, where the barrier is thinner. The plot then underestimates the barrier height even if the shape stays fixed. In the model above, counting $\kappa$ alone, tunnelling is 16\% of the flux at 0.2 MV/cm and the plot still returns 300 meV; at 0.5 MV/cm it is half the flux and the plot returns 270 meV, and at 1 MV/cm the plot returns about 200 meV.
